# Bond angle from quartic angular overlap with degenerate s and p orbitals

Suppose the shape of a two-coordinate main-group centre is to be found by adding up, to second order, the stabilization that each ligand orbital gains from the metal s and p orbitals. The sum turns out to be the same at every bond angle. A ligand gains as much from the s orbital wherever it sits, and as much from the three p orbitals together, because they form a set without a preferred direction. At this order a linear and a right-angled molecule have equal energy. The angle enters at fourth order, where the two ligands compete for the same metal orbitals. If the s and p orbitals have the same energy and s couples no more strongly than p, that competition vanishes at one angle, which follows from a single number, the ratio of the s and p couplings.

Take a metal centre with one s and three p orbitals, all at energy zero. Two equivalent ligands, such as alkyl groups, each offer one sigma orbital $L_i$ at energy $-\Delta$, with $\Delta>0$, along the unit vector $\mathbf n_i$ from the metal. The angle between the bonds is $\theta$, so $\mathbf n_1\cdot\mathbf n_2=\cos\theta$. The six orbitals are taken as orthonormal, the bond lengths are fixed, and the ligands do not couple directly to each other. The phases are chosen so that both ligand orbitals overlap positively with s. The couplings are then

$$
\langle s|H|L_i\rangle=-\beta_s,\qquad
\langle p_a|H|L_i\rangle=-\beta_p\,n_{i,a},\qquad a=x,y,z,
$$

with $\beta_s,\beta_p>0$. The second expression is the angular-overlap assumption: a p orbital couples to a sigma orbital through its component along the bond. The electrons are independent, and four of them fill the two lowest levels. The algebra is in atomic units; numerical energies are in eV.

Collect the couplings in a matrix $V$ with four rows (metal) and two columns (ligands). For an eigenvector with metal part $u$ and ligand part $v$, the eigenvalue equations are

$$
Vv=Eu,\qquad V^{T}u-\Delta v=Ev .
$$

For $E\neq0$ the first gives $u=Vv/E$. Inserting this in the second and multiplying by $E$ gives

$$
Mv=E(E+\Delta)\,v,\qquad M=V^{T}V .
$$

The two minus signs of the couplings cancel in each element of $M$:

$$
M_{ij}=\beta_s^2+\beta_p^2\,\mathbf n_i\cdot\mathbf n_j,\qquad
M_{11}=M_{22}=\beta_s^2+\beta_p^2,\qquad
M_{12}=\beta_s^2+\beta_p^2\cos\theta .
$$

Because the diagonal elements are equal, the eigenvectors of $M$ are the in-phase and out-of-phase ligand combinations, with eigenvalues $m_\pm=M_{11}\pm M_{12}$, or

$$
m_+=2\beta_s^2+\beta_p^2(1+\cos\theta),\qquad m_-=\beta_p^2(1-\cos\theta).
$$

Both are positive for $0<\theta\le\pi$. Each gives a quadratic equation $E^2+\Delta E-m=0$, whose lower root is the bonding level

$$
E_\pm=-\frac{\Delta}{2}-\sqrt{\frac{\Delta^2}{4}+m_\pm}\, .
$$

The upper roots are positive and antibonding. That accounts for four of the six levels. For the other two set $E=0$: then $Vv=0$, and since $M$ has no zero eigenvalue, $v=0$. What remains is $V^Tu=0$, two conditions on four metal amplitudes, which leaves two metal orbitals at energy zero at every angle. A fifth to eighth electron goes into these orbitals and adds nothing to the energy, so in this model the angular energy is the same for four to eight electrons.

For weak coupling, expand the square root with $\sqrt{1+y}=1+y/2-y^2/8+\dots$ and $y=4m/\Delta^2$:

$$
\sqrt{\frac{\Delta^2}{4}+m}=\frac{\Delta}{2}\left(1+\frac{2m}{\Delta^2}-\frac{2m^2}{\Delta^4}+\dots\right)
=\frac{\Delta}{2}+\frac{m}{\Delta}-\frac{m^2}{\Delta^3}+\dots
$$

Hence

$$
E=-\Delta-\frac{m}{\Delta}+\frac{m^2}{\Delta^3}-\dots
$$

Since $m$ is quadratic in the couplings, the last term shown is quartic. Each bonding level holds two electrons. With $m_++m_-=2M_{11}$ and $m_+^2+m_-^2=2M_{11}^2+2M_{12}^2$, the total is

$$
E_{\rm tot}=-4\Delta-\frac{4M_{11}}{\Delta}+\frac{4M_{11}^2}{\Delta^3}+\frac{4M_{12}^2}{\Delta^3}+\dots
$$

The second-order term contains no angle, as stated at the start. The fourth-order term is positive and splits into a diagonal part, which each ligand would have alone, and an off-diagonal part. The diagonal part remains at every angle. The off-diagonal part is a square, and it vanishes if and only if $M_{12}=0$:

$$
\boxed{\cos\theta_0=-\frac{\beta_s^2}{\beta_p^2}}\qquad(\beta_s\le\beta_p).
$$

The condition $\beta_s\le\beta_p$ is needed because a cosine cannot lie below $-1$. If $\beta_s>\beta_p$, then $M_{12}$ is positive at all angles and smallest at $180^\circ$, where a penalty $4(\beta_s^2-\beta_p^2)^2/\Delta^3$ is left over.

The physical content appears when the metal orbital facing each ligand is written out. Ligand $i$ couples to the normalized hybrid

$$
h_i=\frac{\beta_s\,s+\beta_p\,\mathbf n_i\cdot\mathbf p}{\sqrt{M_{11}}},\qquad
\langle h_1|h_2\rangle=\frac{\beta_s^2+\beta_p^2\cos\theta}{M_{11}}=\frac{M_{12}}{M_{11}} .
$$

The penalty vanishes when the two hybrids are orthogonal. Each bond then has a metal orbital of its own, and the Hamiltonian separates into two independent pairs $(h_i,L_i)$ and two nonbonding orbitals. The s share of the hybrid is $\beta_s^2/M_{11}$. A squared ratio $\beta_s^2/\beta_p^2$ of $1/3$ gives a quarter s character and $109.5^\circ$; $1/2$ gives a third and $120^\circ$; $1$ gives a half and $180^\circ$. As $\beta_s\to0$ the hybrids become pure p orbitals at $90^\circ$.

The optimum does not depend on the expansion. Define $R^2=\Delta^2/4+M_{11}$ and $x=M_{12}$. The four-electron energy, measured from its value at $x=0$, is

$$
P(x)=2\left[2R-\sqrt{R^2+x}-\sqrt{R^2-x}\right],\qquad
\frac{dP}{dx}=\frac{1}{\sqrt{R^2-x}}-\frac{1}{\sqrt{R^2+x}} .
$$

Here $|x|\le M_{11}<R^2$, so the roots are real. The derivative has the sign of $x$, and $P$ therefore rises on both sides of $x=0$. The angle $\theta_0$ is the minimum for any coupling strength within the model, including strengths at which the series diverges. For $\beta_s>\beta_p$ the same argument places the minimum at $180^\circ$, where $x$ is smallest.

Near the minimum, $\sqrt{R^2\pm x}=R\pm x/(2R)-x^2/(8R^3)+\dots$. The linear terms cancel in the sum and leave

$$
P\simeq\frac{x^2}{2R^3}.
$$

For weak coupling $R\to\Delta/2$ and this becomes $4x^2/\Delta^3$, the quartic term found above. For small $x$ the quartic term is therefore too large by the factor $(2R/\Delta)^3$. The bending stiffness follows from $dx/d\theta=-\beta_p^2\sin\theta$. Since $x=0$ at the minimum, only the square of this slope survives in the second derivative:

$$
k_\theta=\left.\frac{d^2P}{d\theta^2}\right|_{\theta_0}=\frac{(\beta_p^2\sin\theta_0)^2}{R^3}
=\frac{\beta_p^4-\beta_s^4}{R^3}.
$$

The stiffness falls to zero as $\beta_s\to\beta_p$. At equality the minimum is at $180^\circ$, and for a small bend $\delta$ one has $x\simeq\beta_p^2\delta^2/2$, so that $P\simeq\beta_p^4\delta^4/(8R^3)$: the energy rises with the fourth power of the bend.

For numbers, take $\Delta=5.0$ eV, $\beta_s=2.0$ eV and $\beta_p=2.8$ eV. These are round values chosen for illustration, not fitted to any molecule. Then

$$
\cos\theta_0=-\frac{4.00}{7.84}=-0.510,\qquad \theta_0=120.7^\circ,
$$

$$
M_{11}=4.00+7.84=11.84\ \text{eV}^2,\qquad R=\sqrt{6.25+11.84}=4.253\ \text{eV}.
$$

Both bonding levels lie at $-2.5-4.253=-6.753$ eV at this angle. The expansion parameter there is $4M_{11}/\Delta^2=1.89$. It exceeds one, so the series diverges and the closed form must be used for energies. At $90^\circ$, for example, $M_{12}=4.00$ eV$^2$, and the quartic term is $4\times16.0/125=0.51$ eV, while the closed form gives 0.11 eV. The overestimate agrees with the factor $(2R/\Delta)^3=4.9$. At $180^\circ$ the closed form gives 0.10 eV. The stiffness is $(61.5-16.0)/76.9=0.59$ eV/rad$^2$. A classical harmonic bend at temperature $T$ has a root-mean-square amplitude $\sqrt{k_BT/k_\theta}$, which is $17^\circ$ at 600 K. The linear geometry lies only $1.9\,k_BT$ above the minimum at that temperature, so this harmonic value is approximate; a Boltzmann average over the full curve gives a spread of $17^\circ$ to $20^\circ$, depending on whether the angle is weighted by $\sin\theta$. Even within the model, then, the angle is loosely held.

One neglected effect can be added in closed form if its angle dependence is ignored. Let the two ligand orbitals have a direct coupling $t$ that does not depend on the angle. The in-phase and out-of-phase combinations now start at $-\Delta\pm t$, and the bonding levels become

$$
E_\pm=-\frac{\Delta\mp t}{2}-\sqrt{A_\pm},\qquad
A_\pm=\frac{(\Delta\mp t)^2}{4}+M_{11}\pm M_{12}.
$$

Expanding the square gives

$$
A_\pm=\frac{\Delta^2+t^2}{4}+M_{11}\pm\left(M_{12}-\frac{t\Delta}{2}\right).
$$

This has the earlier form with $x$ replaced by $M_{12}-t\Delta/2$, so the minimum moves to $M_{12}=t\Delta/2$, provided some angle reaches that value. To estimate $t$, the unpaired orbitals of two methyl radicals were computed by restricted open-shell Hartree–Fock in the 6-31G* basis, with carbon 1.96 Å from the metal position and the angle held at $\theta_0$. Their overlap is 0.060. If couplings scale with overlaps, and the overlap of one such orbital with Al 3p is 0.323, then $t\approx-2.8\times0.0603/0.323=-0.52$ eV. The new condition is

$$
\cos\theta=\frac{-0.522\times5.0/2-4.00}{7.84}\approx-0.68,\qquad \theta\approx133^\circ .
$$

A constant direct coupling of this size thus opens the angle by about $12^\circ$. This is a rough estimate for two reasons. The coupling weakens as the ligands move apart: in the same basis the overlap falls from 0.112 at $95^\circ$ to 0.028 at $180^\circ$, and if $t$ follows it the optimum is about $125^\circ$, an opening of only about $5^\circ$. The overlaps also depend on the basis: the ligand–ligand value is 0.087 in cc-pVTZ and 0.089 in 6-31+G*, which gives a constant $t$ near $-0.8$ eV and an angle near $140^\circ$.

The degeneracy of s and p is a stronger assumption. Let s and p lie at $\Delta_s$ and $\Delta_p$ above the ligand level, both positive. Eliminating the metal orbitals as before gives $(E+\Delta)v=F(E)v$, with

$$
F_{ij}(E)=\frac{\beta_s^2}{E+\Delta-\Delta_s}+\frac{\beta_p^2\,\mathbf n_i\cdot\mathbf n_j}{E+\Delta-\Delta_p}.
$$

In the two ligand combinations $F$ has the values $F_\pm=F_{11}\pm F_{12}$. Write $E=-\Delta+\epsilon$. Since $F$ is of second order in the couplings, the solution to fourth order is $\epsilon_\pm=F_\pm+F_\pm F'_\pm$, taken at $E=-\Delta$, where the prime is a derivative in $E$. In the sum over both levels, $F_{12}$ cancels at second order, and the angle enters through $2F_{12}F'_{12}$. With $a_s=\beta_s^2/\Delta_s$, $a_p=\beta_p^2/\Delta_p$ and $c=\cos\theta$,

$$
F_{12}=-(a_s+a_pc),\qquad F'_{12}=-\left(\frac{a_s}{\Delta_s}+\frac{a_pc}{\Delta_p}\right),
$$

and two electrons in each level give the angular energy

$$
4\,(a_s+a_pc)\left(\frac{a_s}{\Delta_s}+\frac{a_pc}{\Delta_p}\right).
$$

This is no longer a square. It has two zeros, $c=-(\beta_s^2/\beta_p^2)(\Delta_p/\Delta_s)$ and $c=-(\beta_s^2/\beta_p^2)(\Delta_p/\Delta_s)^2$, and is negative between them. The minimum of this parabola in $c$ lies halfway:

$$
\cos\theta=-\frac{\beta_s^2}{\beta_p^2}\,\frac{\Delta_p}{\Delta_s}\,\frac{\Delta_p+\Delta_s}{2\Delta_s},
$$

if the right-hand side is not below $-1$; otherwise the minimum is at $180^\circ$. For $\Delta_s=4$ eV, $\Delta_p=6$ eV, $\beta_s=0.1$ eV and $\beta_p=0.2$ eV the formula gives $-0.4688$, and minimizing the energy from the diagonalized Hamiltonian gives $-0.4684$. The degenerate formula would give $-0.25$. An s level below p therefore widens the four-electron angle in weak coupling.

For aluminium this effect is large. Unrestricted Hartree–Fock for the free atom in the 6-31G* basis puts the majority-spin 3s and 3p levels at $-11.52$ and $-5.83$ eV, a gap of 5.69 eV (5.71 eV in 6-31+G*, 5.64 eV in cc-pVTZ). With the metal levels split by this amount about their mean, and $\Delta$, $\beta_s$ and $\beta_p$ unchanged, the four-electron model becomes linear. A gap of about 2.6 eV already suffices. With five electrons the optimum is about $116^\circ$, and with six about $78^\circ$, so the independence of electron count is lost as well. Keeping $\Delta=5.0$ eV places the ligand level at $-13.7$ eV, whereas the same method puts the unpaired orbital of a pyramidal methyl radical at $-11.6$ eV, about level with 3s. That corresponds to $\Delta\approx2.9$ eV and $\Delta_s\approx0.1$ eV, far from weak coupling; the diagonalized model then gives $180^\circ$, $120^\circ$ and $82^\circ$ for four, five and six electrons.

The reason can be read from the fifth level. At $180^\circ$ the p orbital along the bisector of the bonds has no coupling to the ligands. On bending it couples to their in-phase combination with squared strength $\beta_p^2(1+\cos\theta)$. Eliminating this p orbital adds $\beta_p^2(1+\cos\theta)/(E-E_p)$ to the energy of that combination, where $E_p$ is the p level. The addition is negative for $E<E_p$, so the in-phase levels below $E_p$ fall as the molecule bends. The fifth electron occupies such a level, which is about 70% s for $\Delta=5.0$ eV (half s and half ligand at $180^\circ$ for $\Delta=2.9$ eV), and it favours bending; a sixth adds to the pull.

Methylaluminium species show how far the degenerate result can be carried. The angle of $120.7^\circ$ is close to the $120^\circ$ of a planar trimethylaluminium monomer, but threefold symmetry fixes that angle, so the agreement does not support the parameters. A nearer comparison is the pair of ions Al(CH$_3$)$_2^+$ and Al(CH$_3$)$_2^-$, which have four and six electrons in the model's orbitals. Restricted Hartree–Fock in the 6-31G* basis, with rigid methyl groups and Al–C held at 1.96 Å, puts the cation lowest at $180^\circ$ among the three angles computed, 120, 150 and $180^\circ$, with $120^\circ$ higher by 0.93 eV. Among the four angles computed for the anion, 90, 105, 120 and $150^\circ$, the lowest is $105^\circ$. The 0.93 eV is unchanged in 6-31+G* and becomes 0.98 eV in cc-pVDZ; for the anion, $105^\circ$ stays below $90^\circ$ and $120^\circ$ in 6-31+G*. These energies omit correlation, relaxation of the other coordinates and surroundings. They bear out the trend with electron count that the s–p gap brings, and they contradict the degenerate model with one set of couplings for both ions, which would give them the same angle. The split model's $78^\circ$ for six electrons is too narrow by comparison.

The coupling ratio is uncertain too. The 3s and 3p orbitals of Al$^+$ overlap the methyl orbital by 0.381 and 0.323. If couplings follow overlaps, the squared ratio is 1.39 rather than the chosen 0.51, and even the degenerate model has no zero and prefers $180^\circ$. These overlaps are not converged in the basis: cc-pVTZ gives 0.404 and 0.314, a squared ratio of 1.66, and 6-31+G* gives 0.414 and 0.300, a squared ratio of 1.91; the ratio exceeds one in each case. Overlaps of this size also mean that $\beta_s$ and $\beta_p$ must be understood as couplings between orthogonalized orbitals, which need not keep the ratio of the raw overlaps. The formula $\cos\theta_0=-\beta_s^2/\beta_p^2$ thus describes when two bonds to a centre with degenerate s and p levels stop competing for one metal hybrid, but it does not predict the angle at two-coordinate aluminium. For four electrons and $\beta_s\le\beta_p$, the formula stays close to the cosine of the model's optimum angle if the s–p gap is small compared with $\Delta$ and the direct coupling between the ligands is small compared with $\beta_p^2/\Delta$. For five or six electrons the gap also acts through the fifth level, which adds an angular energy of its own. The numerical output below lists the values at the remaining angles.

## Table of computed values

```
ligand depth delta = 5.0 eV
couplings beta_s, beta_p = 2.0, 2.8 eV
metal-carbon length = 1.96 angstrom
squared coupling ratio = 0.5102
angle of zero off-diagonal penalty = 120.68 deg
M11 = 11.84 eV^2; R = 4.2532 eV
bonding level at that angle = -6.7532 eV
series parameter 4*M11/delta^2 = 1.894 (needs < 1)
diagonal quartic term = 4.486 eV
angle 90.00 deg: M12 = 4.000 eV^2, quartic 0.5120 eV, all orders 0.1056 eV
angle 105.00 deg: M12 = 1.971 eV^2, quartic 0.1243 eV, all orders 0.0253 eV
angle 120.68 deg: M12 = 0.000 eV^2, quartic 0.0000 eV, all orders 0.0000 eV
angle 150.00 deg: M12 = -2.790 eV^2, quartic 0.2490 eV, all orders 0.0510 eV
angle 180.00 deg: M12 = -3.840 eV^2, quartic 0.4719 eV, all orders 0.0972 eV
bending stiffness = 0.5909 eV/rad^2
thermal rms angle at 600 K = 16.9 deg
weak-coupling test, unequal levels: cos formula -0.4688, diagonalized -0.4684
Al UHF 3s, 3p levels = -11.52, -5.83 eV
Al s-p gap = 5.69 eV
model angle with this gap, 4 electrons = 180.0 deg
model angle with this gap, 5 electrons = 115.5 deg
model angle with this gap, 6 electrons = 78.0 deg
gap that makes 4-electron model linear = 2.6 eV (0.1 eV grid)
Al 3s-methyl overlap = 0.381; 3p-methyl = 0.323
squared overlap ratio = 1.390; degenerate-model angle = 180.0 deg
methyl-methyl orbital overlap = 0.0603
rough direct coupling t = -0.522 eV
angle with this direct coupling = 132.6 deg
Al(CH3)2 cation, 120 deg: relative RHF energy 0.930 eV
Al(CH3)2 cation, 150 deg: relative RHF energy 0.214 eV
Al(CH3)2 cation, 180 deg: relative RHF energy 0.000 eV
Al(CH3)2 anion, 90 deg: relative RHF energy 0.158 eV
Al(CH3)2 anion, 105 deg: relative RHF energy 0.000 eV
Al(CH3)2 anion, 120 deg: relative RHF energy 0.282 eV
Al(CH3)2 anion, 150 deg: relative RHF energy 1.665 eV
```
